# Hartree–Fock diagonal Born–Oppenheimer correction from finite-difference determinant overlaps: a program that tests the result

```python
"""
Diagonal Born-Oppenheimer correction (DBOC) from determinant overlaps.
Result under test, in atomic units:
    E_D = sum over nuclei A and axes i of g_Ai / (2 M_A),
    g_Ai = <dPhi/dR_Ai | dPhi/dR_Ai>  ~  (1 - |S|) / (2 step^2),
    S = <Phi(R_Ai + step) | Phi(R_Ai - step)> = det(s_alpha) det(s_beta).
Phi is a real Hartree-Fock determinant, M_A a nuclear mass in electron
masses, s the overlap matrix of occupied orbitals at the two geometries.
Independent roads: coupled-perturbed Hartree-Fock for H2, momentum
integrals for the N atom, and the exact reduced-mass shift for the H atom.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo, dft, grad

HARTREE = constants.physical_constants['Hartree energy in eV'][0]
BOHR = constants.physical_constants['Bohr radius'][0] * 1e10
EV_TO_CM = constants.physical_constants[
    'electron volt-inverse meter relationship'][0] / 100
M_PROTON = constants.m_p / constants.m_e
M_NITROGEN = 14 * constants.atomic_mass / constants.m_e
BOND = 0.74                                   # angstrom


def build(symbols, coords, basis, spin=0):
    """Molecule from coordinates in bohr."""
    atoms = [(s, tuple(x)) for s, x in zip(symbols, coords)]
    return gto.M(atom=atoms, basis=basis, spin=spin, unit='Bohr', verbose=0)


def run_scf(mol):
    mf = scf.hf.RHF(mol) if mol.spin == 0 else scf.uhf.UHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def occupied(mol):
    """Occupied alpha and beta orbital coefficients."""
    if mol.nelectron == 1:
        h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
        c = eigh(h, mol.intor('int1e_ovlp'))[1]
        return c[:, :1], c[:, :0]
    mf = run_scf(mol)
    if mol.spin == 0:
        c = mf.mo_coeff[:, mf.mo_occ > 0]
        return c, c
    return tuple(mf.mo_coeff[k][:, mf.mo_occ[k] > 0] for k in (0, 1))


def displaced(system, atom, axis, step):
    symbols, coords, basis, spin = system
    mols = []
    for sign in (1, -1):
        moved = np.array(coords, dtype=float)
        moved[atom, axis] += sign * step
        mols.append(build(symbols, moved, basis, spin))
    return mols


def determinant_overlap(mol1, orb1, mol2, orb2):
    s = gto.intor_cross('int1e_ovlp', mol1, mol2)
    return np.prod([np.linalg.det(a.T @ s @ b) for a, b in zip(orb1, orb2)])


def fd_norm(system, atom, axis, step):
    """Finite-difference <dPhi|dPhi>, with the sign of S fixed positive."""
    plus, minus = displaced(system, atom, axis, step)
    s = determinant_overlap(plus, occupied(plus), minus, occupied(minus))
    return (1 - abs(s)) / (2 * step**2)


def richardson(fine, coarse):
    return (4 * fine - coarse) / 3


def mean_field(eri, density):
    return (np.einsum('pqrs,rs->pq', eri, density)
            - 0.5 * np.einsum('prqs,rs->pq', eri, density))


def analytic_norm(mol, mf, atom, axis):
    """Coupled-perturbed <dPhi|dPhi> for one doubly occupied orbital.

    Also returns <virtual a | d phi> for every virtual orbital a.
    """
    overlap = mol.intor('int1e_ovlp')
    c, virt = mf.mo_coeff[:, 0], mf.mo_coeff[:, 1:]
    e_occ, e_virt = mf.mo_energy[0], mf.mo_energy[1:]
    first, last = mol.aoslice_by_atom()[atom, 2:]
    own = np.zeros(mol.nao)
    own[first:last] = 1                       # functions moving with the atom
    half = -own[:, None] * mol.intor('int1e_ipovlp', comp=3)[axis]
    d_overlap = half + half.T
    d_core = grad.rhf.Gradients(mf).hcore_generator(mol)(atom)[axis]
    d_eri = -own[:, None, None, None] * mol.intor('int2e_ip1', comp=3)[axis]
    d_eri = d_eri + d_eri.transpose(1, 0, 2, 3)
    d_eri = d_eri + d_eri.transpose(2, 3, 0, 1)
    eri = mol.intor('int2e')

    def response(dc):
        return mean_field(eri, 2 * (np.outer(dc, c) + np.outer(c, dc)))

    dc_norm = -0.5 * (c @ d_overlap @ c) * c
    d_fock = d_core + mean_field(d_eri, 2 * np.outer(c, c)) + response(dc_norm)
    rhs = -virt.T @ (d_fock - e_occ * d_overlap) @ c
    matrix = np.diag(e_virt - e_occ)
    for a in range(virt.shape[1]):
        matrix[:, a] += virt.T @ response(virt[:, a]) @ c
    u = np.linalg.solve(matrix, rhs)
    dc = dc_norm + virt @ u
    own_c = own * c
    both = mol.intor('int1e_ipovlpip', comp=9)[4 * axis]
    norm = dc @ overlap @ dc + 2 * c @ half @ dc + own_c @ both @ own_c
    return 2 * norm, u + virt.T @ half.T @ c


def geminal(mol):
    """Exact two-electron ground state in the basis: energy, AO amplitudes."""
    val, vec = np.linalg.eigh(mol.intor('int1e_ovlp'))
    x = (vec / np.sqrt(val)) @ vec.T
    n = x.shape[1]
    h = x.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ x
    eri = ao2mo.kernel(mol, x, compact=False).reshape(n, n, n, n)
    ham = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    ham = ham + np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
    e, v = eigh(ham, subset_by_index=[0, 0])
    return e[0] + mol.energy_nuc(), x @ v[:, 0].reshape(n, n) @ x.T


def ci_norm(system, axis, step):
    plus, minus = displaced(system, 0, axis, step)
    s = gto.intor_cross('int1e_ovlp', plus, minus)
    g1, g2 = geminal(plus)[1], geminal(minus)[1]
    return (1 - abs(np.sum(g1 * (s @ g2 @ s.T)))) / (2 * step**2)


def h2_energy(gx, gz):
    """Two equal nuclei, two perpendicular axes and one parallel axis."""
    return 2 * (2 * gx + gz) / (2 * M_PROTON) * HARTREE


def h2_system(basis):
    return (['H', 'H'], [[0, 0, 0], [0, 0, BOND / BOHR]], basis, 0)


# ---- H atom: mass prefactor and coefficient of the step-size error
atom_h = (['H'], [[0, 0, 0]], 'cc-pvtz', 1)
mol = build(*atom_h)
orb = occupied(mol)[0][:, 0]
step = 0.005 / BOHR
g_h = fd_norm(atom_h, 0, 0, step)
h_dboc = 3 * g_h / (2 * M_PROTON) * HARTREE
h_exact = 0.5 / (M_PROTON + 1) * HARTREE
assert abs(h_dboc / h_exact - 1) < 0.01       # finite basis, first order in 1/M
px2 = orb @ mol.intor('int1e_ipovlpip', comp=9)[0] @ orb
grid = dft.gen_grid.Grids(mol)
grid.level = 5
grid.build()
second = mol.eval_gto('GTOval_sph_deriv2', grid.coords)[4] @ orb
px4 = np.sum(grid.weights * second**2)
slope_ratio = (g_h - px2) / (-step**2 * px4 / 3)
assert abs(slope_ratio - 1) < 0.03            # next order in the step remains
print(f"proton mass / electron mass: {M_PROTON:.4f}")
print(f"H atom DBOC, cc-pVTZ: {h_dboc:.6f} eV")
print(f"H atom exact reduced-mass shift: {h_exact:.6f} eV")
print(f"H atom step error / predicted error: {slope_ratio:.4f}")

# ---- H2: all six coordinates, then the scan over steps
h2 = h2_system('cc-pvtz')
mol = build(*h2)
mf = run_scf(mol)
gx_exact, _ = analytic_norm(mol, mf, 0, 0)
gz_exact, projections = analytic_norm(mol, mf, 0, 2)
e_exact = h2_energy(gx_exact, gz_exact)
all_six = np.array([[fd_norm(h2, a, i, 0.01 / BOHR) for i in range(3)]
                    for a in range(2)])
assert np.allclose(all_six[0], all_six[1], rtol=1e-5)
assert abs(all_six[0, 0] / all_six[0, 1] - 1) < 1e-5
print(f"H2 bond length: {BOND:.2f} angstrom")
print(f"H2 RHF/cc-pVTZ energy: {mf.e_tot * HARTREE:.5f} eV")
print(f"H2 six-coordinate DBOC, step 0.01 angstrom: "
      f"{all_six.sum() / (2 * M_PROTON) * HARTREE:.8f} eV")
scan, parts = {}, {}
for length in (0.04, 0.02, 0.01, 0.005, 1e-4, 1e-8):
    parts[length] = [fd_norm(h2, 0, i, length / BOHR) for i in (0, 2)]
    scan[length] = h2_energy(*parts[length])
    print(f"step {length:.0e} angstrom: DBOC {scan[length]:.8f} eV, "
          f"error {scan[length] - e_exact:+.2e} eV")
error_ratio = (scan[0.02] - e_exact) / (scan[0.01] - e_exact)
assert abs(error_ratio - 4) < 0.2             # higher powers of the step remain
assert abs(scan[1e-8] - e_exact) > abs(scan[0.01] - e_exact)
e_h2 = richardson(scan[0.01], scan[0.02])
assert abs(e_h2 / e_exact - 1) < 1e-4
assert abs(e_h2 - e_exact) < abs(scan[0.01] - e_exact)
assert abs(e_h2 * EV_TO_CM - 100) < 10
gx, gz = [richardson(parts[0.01][k], parts[0.02][k]) for k in (0, 1)]
assert abs(gx / gx_exact - 1) < 1e-4 and abs(gz / gz_exact - 1) < 1e-4
print(f"error ratio, steps 0.02 and 0.01 angstrom: {error_ratio:.3f}")
print(f"H2 extrapolated DBOC: {e_h2:.8f} eV = {e_h2 * EV_TO_CM:.3f} cm^-1")
print(f"H2 coupled-perturbed DBOC: {e_exact:.8f} eV")
print(f"<dPhi|dPhi> per nucleus, one perpendicular axis: "
      f"{gx / BOHR**2:.5f} angstrom^-2")
print(f"<dPhi|dPhi> per nucleus, parallel axis: {gz / BOHR**2:.5f} angstrom^-2")
print(f"H2 perpendicular part, both nuclei: {h2_energy(gx, 0):.7f} eV")
print(f"H2 parallel part, both nuclei: {h2_energy(0, gz):.7f} eV")

# ---- H2: effect of a small orbital error at one displaced geometry
step, angle = 0.01 / BOHR, 1e-4
plus, minus = displaced(h2, 0, 2, step)
c_plus, c_minus = run_scf(plus).mo_coeff, run_scf(minus).mo_coeff
to_plus = gto.intor_cross('int1e_ovlp', mol, plus)
to_minus = gto.intor_cross('int1e_ovlp', mol, minus)
aligned = [c_plus[:, k] * np.sign(mf.mo_coeff[:, k] @ to_plus @ c_plus[:, k])
           for k in (0, 1)]
phi_minus = c_minus[:, 0] * np.sign(
    mf.mo_coeff[:, 0] @ to_minus @ c_minus[:, 0])
cross = gto.intor_cross('int1e_ovlp', plus, minus)
wrong = np.cos(angle) * aligned[0] + np.sin(angle) * aligned[1]
shift = ((aligned[0] @ cross @ phi_minus)**2
         - (wrong @ cross @ phi_minus)**2) / (2 * step**2)
predicted = 2 * angle * projections[0] / step + angle**2 / (2 * step**2)
assert abs(shift / predicted - 1) < 0.02      # corrections of order step^2
print(f"orbital rotation {angle:.0e} rad, step 0.01 angstrom:")
print(f"  relative change of parallel term, computed: {shift / gz:+.5e}")
print(f"  relative change of parallel term, predicted: {predicted / gz:+.5e}")

# ---- H2: basis dependence and electron correlation
for basis in ('cc-pvdz', 'cc-pvqz'):
    values = [h2_energy(*[fd_norm(h2_system(basis), 0, i, d / BOHR)
                          for i in (0, 2)]) for d in (0.01, 0.02)]
    print(f"H2 RHF/{basis} extrapolated DBOC: {richardson(*values):.7f} eV")
e_ci = richardson(*[h2_energy(*[ci_norm(h2, i, d / BOHR) for i in (0, 2)])
                    for d in (0.01, 0.02)])
ci_total = geminal(mol)[0]
assert ci_total < mf.e_tot and e_ci > e_h2
print(f"H2 full-CI/cc-pVTZ energy: {ci_total * HARTREE:.5f} eV")
print(f"H2 full-CI/cc-pVTZ DBOC: {e_ci:.7f} eV = {e_ci * EV_TO_CM:.2f} cm^-1")
print(f"correlation part of H2 DBOC: {e_ci - e_h2:.7f} eV")

# ---- N atom: Pauli term and sign of the overlap
atom_n = (['N'], [[0, 0, 0]], 'cc-pvdz', 3)
mol = build(*atom_n)
one_body = pauli = 0.0
for c in occupied(mol):
    squares = mol.intor('int1e_ipovlpip', comp=9)
    firsts = mol.intor('int1e_ipovlp', comp=3)
    for i in range(3):
        one_body += np.trace(c.T @ squares[4 * i] @ c)
        pauli += np.sum((c.T @ firsts[i] @ c)**2)
g_n = [sum(fd_norm(atom_n, 0, i, d / BOHR) for i in range(3))
       for d in (0.001, 0.002)]
fd_n = richardson(*g_n)
assert abs(fd_n / (one_body - pauli) - 1) < 1e-4
assert pauli / one_body > 1e-3                # the test can see this term
to_ev = HARTREE / (2 * M_NITROGEN)
print(f"N atom DBOC from overlaps: {fd_n * to_ev:.7f} eV")
print(f"N atom DBOC from momentum integrals: "
      f"{(one_body - pauli) * to_ev:.7f} eV")
print(f"N atom one-electron part: {one_body * to_ev:.7f} eV")
print(f"N atom Pauli part: {-pauli * to_ev:.7f} eV")
step = 0.001 / BOHR
plus, minus = displaced(atom_n, 0, 0, step)
orb_plus, orb_minus = occupied(plus), occupied(minus)
s_raw = determinant_overlap(plus, orb_plus, minus, orb_minus)
flipped = orb_plus[0].copy()
flipped[:, 0] *= -1
s_flip = determinant_overlap(plus, (flipped, orb_plus[1]), minus, orb_minus)
assert s_raw * s_flip < 0 and abs(abs(s_raw) - abs(s_flip)) < 1e-12
right = (1 - abs(s_flip)) / (2 * step**2) * to_ev
bad = (1 - min(s_raw, s_flip)) / (2 * step**2) * to_ev
assert bad > 100 * right
print(f"N overlap before and after one orbital sign flip, "
      f"step 0.001 angstrom: {s_raw:+.8f}, {s_flip:+.8f}")
print(f"N x-axis term, sign fixed: {right:.6f} eV")
print(f"N x-axis term, negative overlap left in: {bad:.4f} eV")
print("no test failed")
```

Output:

```
proton mass / electron mass: 1836.1527
H atom DBOC, cc-pVTZ: 0.007406 eV
H atom exact reduced-mass shift: 0.007406 eV
H atom step error / predicted error: 0.9996
H2 bond length: 0.74 angstrom
H2 RHF/cc-pVTZ energy: -30.82962 eV
H2 six-coordinate DBOC, step 0.01 angstrom: 0.01253700 eV
step 4e-02 angstrom: DBOC 0.01245278 eV, error -9.00e-05 eV
step 2e-02 angstrom: DBOC 0.01251982 eV, error -2.29e-05 eV
step 1e-02 angstrom: DBOC 0.01253700 eV, error -5.77e-06 eV
step 5e-03 angstrom: DBOC 0.01254133 eV, error -1.44e-06 eV
step 1e-04 angstrom: DBOC 0.01254277 eV, error -1.05e-09 eV
step 1e-08 angstrom: DBOC -0.07371814 eV, error -8.63e-02 eV
error ratio, steps 0.02 and 0.01 angstrom: 3.979
H2 extrapolated DBOC: 0.01254273 eV = 101.164 cm^-1
H2 coupled-perturbed DBOC: 0.01254277 eV
<dPhi|dPhi> per nucleus, one perpendicular axis: 0.92061 angstrom^-2
<dPhi|dPhi> per nucleus, parallel axis: 1.18114 angstrom^-2
H2 perpendicular part, both nuclei: 0.0076410 eV
H2 parallel part, both nuclei: 0.0049017 eV
orbital rotation 1e-04 rad, step 0.01 angstrom:
  relative change of parallel term, computed: -5.81546e-03
  relative change of parallel term, predicted: -5.85088e-03
H2 RHF/cc-pvdz extrapolated DBOC: 0.0123321 eV
H2 RHF/cc-pvqz extrapolated DBOC: 0.0125610 eV
H2 full-CI/cc-pVTZ energy: -31.90078 eV
H2 full-CI/cc-pVTZ DBOC: 0.0142219 eV = 114.71 cm^-1
correlation part of H2 DBOC: 0.0016792 eV
N atom DBOC from overlaps: 0.0546091 eV
N atom DBOC from momentum integrals: 0.0546092 eV
N atom one-electron part: 0.0580063 eV
N atom Pauli part: -0.0033971 eV
N overlap before and after one orbital sign flip, step 0.001 angstrom: +0.99975619, -0.99975619
N x-axis term, sign fixed: 0.018199 eV
N x-axis term, negative overlap left in: 149.2732 eV
no test failed
```
